# In-plane heat conduction in a film with one mirror surface

## 1. Definitions and conventions

A film occupies $0<z<d$ and carries heat along $x$ under a small uniform temperature gradient $T'=dT/dx$. If $Q(z)$ is the heat current density along $x$, the in-plane conductivity $\kappa$ is defined by the depth average

$$\frac1d\int_0^d Q(z)\,dz=-\kappa T'. \tag{1}$$

The conductance per unit width, for unit length along $x$, is $\kappa d$. The two quantities behave differently below.

The algebra uses atomic units with $k_B=1$, so $T$ is an energy. The carriers are electrons with energy $E(\mathbf k)$, velocity $\mathbf v=\partial E/\partial\mathbf k$ and chemical potential $\mu$. Write their distribution as $f=f_0+g$, where $f_0=[e^{(E-\mu)/T(x)}+1]^{-1}$ is local equilibrium and $g$ is linear in $T'$. The chemical potential is held fixed and the thermoelectric field is dropped; section 7 gives the size of this omission.

The steady Boltzmann equation is $\mathbf v\cdot\nabla f=-Cg$, with $C$ the linearised bulk collision operator. Since $f_0$ depends on $(E-\mu)/T$,

$$\frac{\partial f_0}{\partial T}=-\frac{E-\mu}{T}\frac{\partial f_0}{\partial E}.$$

Moving the term $v_x(\partial f_0/\partial T)T'$ to the right gives, to first order in $T'$,

$$v_z\frac{\partial g}{\partial z}+Cg=S,\qquad S=v_x\frac{E-\mu}{T}\frac{\partial f_0}{\partial E}T'. \tag{2}$$

Equilibrium carries no current, so

$$Q(z)=2\int\frac{d^3k}{(2\pi)^3}(E-\mu)\,v_x\,g(z,\mathbf k). \tag{3}$$

Let $R$ reverse $k_z$ and leave $k_x,k_y$ unchanged.

**Assumptions.**

1. The film is thick compared with the carrier wavelength, and its subbands are dense enough for (2) to apply. Section 4 gives the extra condition this sets when $d\ll\Lambda$, with $\Lambda$ the mean free path.
2. The bands obey $E(R\mathbf k)=E(\mathbf k)$. Hence $v_x(R\mathbf k)=v_x(\mathbf k)$ and $v_z(R\mathbf k)=-v_z(\mathbf k)$.
3. $C$ is local in $z$, the same at every depth, and commutes with $R$. It is symmetric and non-negative in the product
$$\langle a,b\rangle=2\int\frac{d^3k}{(2\pi)^3}\frac{ab}{-\partial f_0/\partial E}.$$
4. A specular surface at $z=0$ imposes $g(0,\mathbf k)=g(0,R\mathbf k)$.
5. A diffuse surface emits carriers in local equilibrium: $g=0$ for carriers leaving it.

Non-negativity in assumption 3 says that collisions do not destroy entropy. A single relaxation time is not required. A steady solution is taken to exist.

## 2. Uniqueness and the theorem

**Lemma 1.** Equation (2) has at most one solution in a film with at least one diffuse surface, the other being diffuse or specular.

*Proof.* The difference $h$ of two solutions obeys $v_z\partial_zh+Ch=0$ with the same surface conditions. Take the product with $h$ and integrate over a film from $z_1$ to $z_2$:

$$\tfrac12\langle h,v_zh\rangle_{z_2}-\tfrac12\langle h,v_zh\rangle_{z_1}+\int_{z_1}^{z_2}\langle h,Ch\rangle\,dz=0.$$

At a diffuse upper surface only arriving carriers, with $v_z>0$, have $h\ne0$, so the first term is non-negative. At a diffuse lower surface only $v_z<0$ contributes, and the second term, with its minus sign, is also non-negative. At a specular surface $h^2$ is even under $R$ while $v_z$ is odd, so the surface term vanishes.

All terms must therefore vanish. Because $C$ is symmetric and non-negative, $\langle h,Ch\rangle=0$ implies $Ch=0$. Then $v_z\partial_zh=0$, and $h$ is independent of depth for each $\mathbf k$ with $v_z\ne0$. It is zero for carriers leaving a diffuse surface. The carriers of opposite $v_z$ leave the other surface: their $h$ is zero if that surface is diffuse, and equals that of their mirror partners, again zero, if it is specular. $\square$

**Theorem.** Under assumptions 1–5,

$$\boxed{\kappa(\text{specular, diffuse};d)=\kappa(\text{diffuse, diffuse};2d).} \tag{4}$$

The material and temperature are the same in both films. The conductance per width of the first film is half that of the second.

*Proof.* Let $g$ solve the problem on $0<z<d$, with the specular surface at $z=0$. Extend it to $-d<z<d$ by

$$G(z,\mathbf k)=\begin{cases}g(z,\mathbf k),&z>0,\\ g(-z,R\mathbf k),&z<0.\end{cases}$$

For $z<0$, the derivative of $-z$ gives one minus sign and $v_z(\mathbf k)=-v_z(R\mathbf k)$ gives another. With $g'$ the derivative of $g$ in its first argument,

$$v_z(\mathbf k)\,\partial_zG=v_z(R\mathbf k)\,g'(-z,R\mathbf k)=S(R\mathbf k)-(Cg)(-z,R\mathbf k)=S(\mathbf k)-(CG)(z,\mathbf k).$$

The last equality holds because $S$ contains only $v_x$ and $E$, and $C$ commutes with $R$. Thus $G$ obeys (2) in both halves. At $z=0$ its two one-sided values are $g(0,\mathbf k)$ and $g(0,R\mathbf k)$, which the specular condition makes equal.

A carrier leaving the surface $z=-d$ has $v_z(\mathbf k)>0$. There $G(-d,\mathbf k)=g(d,R\mathbf k)$, and $R\mathbf k$ describes a carrier leaving the diffuse surface at $z=d$, so this value is zero. Hence $G$ solves the diffuse film of thickness $2d$, and by Lemma 1 it is the solution.

Changing variable from $\mathbf k$ to $R\mathbf k$ in (3) gives $Q(-z)=Q(z)$. The mean of $Q$ over $2d$ therefore equals its mean over the upper half, which proves (4). Multiplication by the respective thicknesses gives the conductances. $\square$

**Remark on diffuse emission.** Suppose a surface instead returns each carrier at its own energy in a random direction. If bands and collisions are also symmetric under $k_x\to-k_x$, the solution above is odd in $k_x$: the source is odd, and Lemma 1 allows no other solution. The excess number of carriers arriving at each energy is then zero, so random re-emission also returns $g=0$. The same solution satisfies both descriptions.

**Remark on phonons.** The proof carries over with a Bose distribution and phonon energies if reflection keeps the polarisation branch. At a surface that converts one polarisation into another of different speed, the in-plane velocity changes and assumption 4 fails.

## 3. Explicit solution for a spherical band

Now take $E=k^2/2$, $Cg=g/\tau$, and a mean free path $\Lambda=v\tau$ common to all carriers in the thermal window. In bulk $g_b=\tau S$. Put $g=g_b\varphi$ and $u=|v_z|/v$; the signs $\pm$ label carriers moving up and down. Equation (2) becomes

$$\pm u\Lambda\frac{d\varphi_\pm}{dz}+\varphi_\pm=1. \tag{5}$$

**Lemma 2.** The bulk conductivity is $\kappa_b=k_F^2T\Lambda/9$, to leading order in $T/E_F$.

*Proof.* Insert $g_b$ in (3) and average $v_x^2$ over directions, which gives $v^2/3$. The density of states for both spins is $k/\pi^2$, and $v^2\tau=v\Lambda=k\Lambda$. Hence

$$\kappa_b=\frac{\Lambda}{3T}\int dE\,\frac{k^2}{\pi^2}(E-\mu)^2\left(-\frac{\partial f_0}{\partial E}\right),\qquad k^2=2E.$$

Set $E=\mu+Ty$. The part of $E$ linear in $y$ integrates to zero, and $\int y^2\,dy/[4\cosh^2(y/2)]=\pi^2/3$. The energy integral is $(2\mu/\pi^2)T^2(\pi^2/3)=2\mu T^2/3$, up to an exponentially small error from extending the lower limit. With $\mu=k_F^2/2$ this is $k_F^2T^2/3$, which gives the result. $\square$

For the mixed film, $\varphi_-(d)=0$ and (5) give

$$\varphi_-(z)=1-e^{-(d-z)/(\Lambda u)}. \tag{6}$$

Specular reflection starts the upward carriers with $\varphi_+(0)=\varphi_-(0)=1-e^{-d/(\Lambda u)}$, so

$$\varphi_+(z)=1-e^{-(d+z)/(\Lambda u)}. \tag{7}$$

The exponent in (7) contains the distance back to the diffuse surface by way of the mirror. It is the distance to the image surface at $z=-d$.

To average over depth, let $e=e^{-d/(\Lambda u)}$. Then

$$\bar\varphi_-=1-\frac{\Lambda u}{d}(1-e),\qquad \bar\varphi_+=1-\frac{\Lambda u}{d}(e-e^2),$$

and the sum is $2-(\Lambda u/d)(1-e^2)$. The heat current weights directions by $3v_x^2/v^2$, whose azimuthal mean is $3(1-u^2)/2$. Averaging over the sphere gives

$$\frac{\kappa}{\kappa_b}=\frac34\int_0^1(1-u^2)(\bar\varphi_++\bar\varphi_-)\,du. \tag{8}$$

The constant part is $\frac34\cdot2\cdot\frac23=1$. With $\delta=2d/\Lambda$, the prefactor $3\Lambda/(4d)$ of the remainder is $3/(2\delta)$. Therefore $\kappa/\kappa_b=F(2d/\Lambda)$, where

$$F(\delta)=1-\frac{3}{2\delta}\int_0^1(u-u^3)(1-e^{-\delta/u})\,du. \tag{9}$$

Using $\int_0^1(u-u^3)du=1/4$ and $E_n(\delta)=\int_0^1u^{n-2}e^{-\delta/u}du$,

$$F(\delta)=1-\frac{3}{8\delta}+\frac{3}{2\delta}[E_3(\delta)-E_5(\delta)]. \tag{10}$$

By the theorem, $F(D/\Lambda)$ is the ratio for a film of any thickness $D$ with two diffuse surfaces.

## 4. How much the mirror surface gains

**Proposition 1.** For the spherical band with $Cg=g/\tau$ of section 3, at fixed $d$ and $\Lambda$, replacing one of two diffuse surfaces by a specular one multiplies $\kappa$ by a factor between 1 and 2.

*Proof.* Equation (9) can be written

$$F(\delta)=\frac32\int_0^1(1-u^2)\,b(\delta/u)\,du,\qquad b(s)=1-\frac{1-e^{-s}}{s}=\int_0^1(1-e^{-st})\,dt.$$

The last form shows that $b$ is increasing and strictly concave, with $b(0)=0$. Hence $b(s)<b(2s)<2b(s)$ for $s>0$, and integration gives $F(\delta)<F(2\delta)<2F(\delta)$. $\square$

The upper bound belongs to the relaxation-time model and does not follow from assumptions 1–5. If frequent collisions almost conserve the current-carrying harmonic of $g$, the flow between the surfaces becomes viscous, $\kappa$ grows faster than linearly in $d$, and the factor can exceed 2 while (4) still holds.

*Thick films.* The exponential integral terms in (10) are bounded by $E_3-E_5\le e^{-\delta}/4$. A film with two diffuse surfaces has $1-\kappa/\kappa_b\simeq3\Lambda/(8d)$, and the mixed film has $3\Lambda/(16d)$. Each diffuse surface contributes half of the deficit. At $d/\Lambda=10$ the computed quotient of the two deficits is 2.0000.

*Thin films.* For $u\gg\delta$, $b(\delta/u)\simeq\delta/(2u)$. Integrating from $u\sim\delta$ to 1 gives $F\simeq\frac34\delta[\ln(1/\delta)+c]$, where $c$ is a constant of order one that also absorbs the range $u\lesssim\delta$. With $x=d/\Lambda$,

$$\frac{F(2x)}{F(x)}\simeq2\,\frac{\ln(1/x)-\ln2+c}{\ln(1/x)+c}=2-\frac{2\ln2}{\ln(1/x)+c}.$$

The factor approaches 2 only logarithmically. The small-$\delta$ expansion of (10) gives $c=1-\gamma_E\approx0.423$, with $\gamma_E$ Euler's constant; the form above is accurate only for very small $x$. Evaluated from (10) itself, the factor is 1.545 at $d/\Lambda=0.1$ and 1.811 at $d/\Lambda=0.001$. These values belong to the Boltzmann equation (2). In this limit grazing carriers with $u\sim d/\Lambda$ matter, so the spacing of the subbands in $u$, which is $\pi/(k_Fd)$, must be much smaller than $d/\Lambda$. This requires $d^2\gg\pi\Lambda/k_F$. For the gold values of section 6, $\pi\Lambda/k_F\approx10\ \text{nm}^2$. The 20 nm film meets the condition, a 4 nm film ($d/\Lambda=0.1$) does not, and $d/\Lambda=0.001$ would be thinner than one atom. These two factors therefore do not describe gold at room temperature.

## 5. Partial specularity and a counterexample

Let a surface reflect a fraction $p$ specularly and emit the rest in equilibrium, so that the leaving $\varphi$ is $p$ times the arriving one.

**Proposition 2.** For the spherical band, $\kappa(1,p;d)=\kappa(p,p;2d)$, also when $p$ depends on $u$.

*Proof.* The general solution of (5) is $\varphi_+=1-Ae^{-z/(\Lambda u)}$, $\varphi_-=1-Be^{-(d-z)/(\Lambda u)}$. Its depth averages add up to

$$\bar\varphi_++\bar\varphi_-=2-\frac{\Lambda u}{d}(A+B)(1-e). \tag{11}$$

For a specular lower surface, $1-A=1-eB$, so $A=eB$. At the upper one, $1-B=p(1-eA)$. Substitution gives $B=(1-p)/(1-pe^2)$ and

$$(A+B)(1-e)=\frac{(1-p)(1-e^2)}{1-pe^2}.$$

In the film of thickness $2d$, $e$ is replaced by $e^2$ and both amplitudes equal $b_p$, with $1-b_p=p(1-e^2b_p)$. Thus $b_p=(1-p)/(1-pe^2)$. Its deficit in (11) is $(\Lambda u/2d)\,2b_p(1-e^2)$, the same as above. $\square$

**Averaging the specularities is not equivalent.** With $p=1/2$ on both surfaces at thickness $d$, $A=B=1/(2-e)$ and $(A+B)(1-e)=2(1-e)/(2-e)$. The mixed film has $(1+e)(1-e)$. Since $(1+e)(2-e)=2+e(1-e)>2$, the half-specular film has the smaller deficit in every direction, and the larger $\kappa$.

**Absence of loss is not enough.** Suppose the surface $z=0$ sends every carrier back along its path, $\mathbf k\to-\mathbf k$. No energy is lost, but $g_b$ changes sign with $v_x$, so the condition becomes $\varphi_+(0)=-\varphi_-(0)$. Then $B=1$ and $1-A=-(1-e)$, or $A=2-e$. The deficit factor $(3-e)(1-e)$ exceeds the value $2(1-e)$ for two diffuse surfaces. Such a surface lowers $\kappa$ below that of a diffuse one. The proof also uses conservation of in-plane velocity, which this surface violates.

**Uniformity in depth.** If the scattering rate varies with $z$, the proof still works when the thicker film has the mirrored profile $C(-z)=C(z)$. It then says nothing about a uniform film of thickness $2d$.

## 6. Worked example: a 20 nm gold film

Take $d=20$ nm, $T=300$ K, and rough typical values for gold: $E_F=5.5$ eV and $\Lambda=40$ nm. The faces are (001), a mirror plane of the crystal. The free-electron wavevector is $k_F=12.01\ \text{nm}^{-1}$. With units restored, Lemma 2 gives

$$\kappa_b=\frac{k_F^2\Lambda k_B^2T}{9\hbar}\simeq348\ \text{W/(m K)}.$$

The mixed film has $\delta=2\times20/40=1$ and the diffuse 20 nm film has $\delta=0.5$. From (10), $F(1)=0.684$ and $F(0.5)=0.522$. Therefore

$$\kappa_{\rm mixed}=347.9\times0.684\simeq238,\qquad \kappa_{\rm diffuse}=347.9\times0.522\simeq182\ \text{W/(m K)}.$$

The mirror surface raises $\kappa$ by a factor 1.31. A 40 nm film with two diffuse surfaces also has 238 W/(m K), but its conductance per width is 9.52 µW/K, against 4.76 µW/K for the mixed film.

Tracing straight carrier paths with explicit bounces in the mixed film gives a ratio $0.6850\pm0.0015$ (one standard error), consistent with $F(1)$. The retroreflecting surface of section 5 gives $0.360\pm0.001$, below the diffuse value 0.522. Two half-specular surfaces give 0.712.

The local conductivity, relative to bulk, falls from 0.758 at the specular surface to 0.453 at the diffuse one. At the latter, the leaving half of the carriers contributes nothing, so the value must lie below one half.

The theorem was also tested beyond a relaxation time. The operator was $Cg=(g-\frac12Pg)/\tau_1$, where $P$ projects $g$, at each energy separately, on its first angular harmonic. That harmonic relaxes at half the rate of the others, so no single relaxation time describes $C$. With $v\tau_1=20$ nm the bulk transport path stays at 40 nm. The mixed 20 nm film and the diffuse 40 nm film, solved on different depth grids, both give 0.702; the diffuse 20 nm film gives 0.523.

## 7. The model beside real gold films

Bulk gold near room temperature conducts roughly 300 W/(m K), so the model's 348 is of the right size. The perfect mirror is an idealisation, and its cost can be estimated. A Gaussian height $h$ of rms size $\sigma$ gives a reflected wave the phase $2k_Fuh$; the squared mean amplitude is $p(u)=e^{-(2k_F\sigma u)^2}$. Treating the remainder as diffuse, $\sigma=0.1$ nm leaves $p(1)=0.003$ at normal incidence, while grazing carriers remain specular. The model's $\kappa$ falls from 238 to 206 W/(m K), a drop of 14%.

Grain boundaries matter more for the values chosen here. Let them multiply the scattering rate by $1+\alpha v/|v_x|$, with $\alpha=(\Lambda/D_g)\,r/(1-r)$. A grain size $D_g=20$ nm and reflection probability $r=0.3$ give $\alpha=0.857$ and lower $\kappa$ to 134 W/(m K), 43% below the ideal mixed film. This scattering is mirror-symmetric, so the equivalence survives if both films have the same grain size: path tracing in the mixed film gives a ratio $0.3873\pm0.0009$, and the diffuse film of twice the thickness gives 0.3864. In real films grains often grow with thickness; the two films then scatter differently and (4) does not apply.

Other omissions are smaller in these estimates. Lattice conduction follows from the kinetic formula $\frac13C_Lc\ell$ with the classical heat capacity $C_L=3nk_B$, that is $nk_Bc\ell$. With one atom per conduction electron, $n=k_F^3/(3\pi^2)$, a sound speed $c=2000$ m/s and a phonon path $\ell=2$ nm, it adds about 3 W/(m K). The film holds 76 occupied subbands, and hard walls at fixed $E_F$ change the electron density by about $-1\%$. The open-circuit thermoelectric correction is 0.007% of $\kappa$ for free electrons with the energy-independent mean free path of section 3; a path that varies with energy changes this figure. The effect of gold's non-spherical Fermi surface has not been estimated. With (001) faces the bands satisfy assumption 2, but assumption 4 remains an idealisation. A perfect crystal face conserves the in-plane wavevector only up to a reciprocal vector of the surface, so some carriers may leave in a state other than their mirror partner, with a different in-plane velocity. The equality (4) is then not guaranteed. (111) faces are not mirror planes of the crystal; in a film with such faces assumption 2 fails and (4) is not guaranteed. The remaining computed values are in the numerical output.

## Computed results

```
INPUTS (gold film, rough typical values)
Fermi energy: 5.5 eV
mean free path: 40 nm
film thickness d: 20 nm
temperature: 300 K
RESULTS
Fermi wavevector: 12.01 1/nm
Fermi wavelength: 0.523 nm
bulk kappa, formula: 347.9 W/(m K)
bulk kappa, energy integral: 347.9 W/(m K)
ratio, specular+diffuse d, traced: 0.6850
standard error of that ratio: 0.0015
ratio, specular+diffuse d, solver: 0.68386
ratio, two diffuse 2d, closed form: 0.68386
ratio, two diffuse d, closed form: 0.52188
kappa, specular+diffuse d: 237.9 W/(m K)
kappa, two diffuse 2d: 237.9 W/(m K)
kappa, two diffuse d: 181.6 W/(m K)
kappa*d, specular+diffuse d: 4.758 uW/K
kappa*2d, two diffuse 2d: 9.517 uW/K
local ratio at specular surface: 0.7579
local ratio at diffuse surface: 0.4532
EXTENSIONS AND LIMITS (ratios to bulk unless named)
p=(1,0.3), d, traced: 0.7693 +/- 0.0017
p=(0.3,0.3), 2d, formula: 0.7684
p=(0.5,0.5), d, formula: 0.7122
in-plane velocity reversed, d: 0.3603 +/- 0.0013
mean scattering cosine in solver: 0.5
in-scattering, specular+diffuse d: 0.7022
in-scattering, two diffuse 2d: 0.7022
in-scattering, two diffuse d: 0.5235
gain over two diffuse, this film: 1.310
gain at d/MFP = 0.1: 1.545
gain at d/MFP = 0.001: 1.811
deficit quotient at d/MFP = 10: 2.0000
NEGLECTED EFFECTS
assumed rms roughness: 0.1 nm
specularity at normal incidence: 0.0031
kappa with rough lower face: 205.7 W/(m K)
assumed grain size: 20 nm
assumed grain reflection: 0.3
grain strength alpha: 0.857
grains, ratio mixed d, traced: 0.3873 +/- 0.0009
grains, ratio two diffuse 2d: 0.3864
kappa with grains: 134.4 W/(m K)
assumed sound speed: 2000 m/s
assumed phonon mean free path: 2 nm
lattice kappa estimate: 3.2 W/(m K)
occupied subbands in film: 76
hard-wall density change: -0.98 %
thermal energy / Fermi energy: 0.00470
open-circuit correction: 0.0073 %
```
